# Additive mean of ln T and exponential decay of typical transmission, part 2

A wave of wave number $k$ passes $N$ lossless scatterers in a single-mode guide. The mean of $\ln T$ is additive, but it shows what is typical only if the spread is small enough: for equal scatterers, the standard deviation must grow more slowly than $N$.

The time factor is $e^{-i\omega t}$; squared amplitudes are fluxes. Scatterer $j$ has amplitudes $t_j,r_j$ for incidence from the left and $t_j',r_j'$ from the right, with $T_j=|t_j|^2>0$ and $R_j=|r_j|^2=1-T_j$. Gap $d_n$ follows scatterer $n$. The first $n$ scatterers form a block with transmission $T_{(n)}$, reflection $R_{(n)}=1-T_{(n)}$ and reflection amplitude $r_{(n)}'$ from the right:

$$T_{(n)}=\frac{T_{(n-1)}T_n}{|1-a_ne^{i\varphi_n}|^2},\qquad a_n=\sqrt{R_{(n-1)}R_n}, \tag{9}$$

$$\varphi_n=2kd_{n-1}+\arg r_{(n-1)}'+\arg r_n .$$

Assumption: given all the gaps to the left of $d_{n-1}$, $\varphi_n$ is uniform on $[0,2\pi)$. Then

$$\ln T_{(N)}=\sum_{j=1}^N\ln T_j-\sum_{n=2}^NX_n,\qquad \langle X_n\,|\,\text{left}\rangle=0, \tag{17}$$

with $X_n=\ln|1-a_ne^{i\varphi_n}|^2$. For given left gaps its mean square is $2\,\mathrm{Li}_2(a_n^2)$, where $\mathrm{Li}_2(x)=\sum_{n\ge1}x^n/n^2$. Hence $\langle\ln T_{(N)}\rangle=\sum_j\ln T_j$. Also,

$$2\left\langle\frac1{T_{(N)}}\right\rangle-1=\prod_{j=1}^N\left(\frac2{T_j}-1\right). \tag{13}$$

$$e^{\langle\ln T_{(N)}\rangle}\le\langle T_{(N)}\rangle\le T_{\rm cl}. \tag{14}$$

Here $T_{\rm cl}$ comes from adding intensities; for equal scatterers

$$\frac1{T_{\rm cl}}=1+N\frac{R_1}{T_1}, \tag{7}$$

For two scatterers, let $a=\sqrt{R_1R_2}$ and $X=\ln|1-ae^{i\varphi}|^2$. If the gap is spread evenly over a window of width $w$, with central phase $\varphi_0$,

$$\langle X\rangle=-2\sum_{n=1}^\infty\frac{a^n}{n}\cos(n\varphi_0)\frac{\sin(nkw)}{nkw},\qquad
|\langle X\rangle|\le\frac{2\,\mathrm{Li}_2(a)}{kw}. \tag{15}$$

If instead the phase is uniform and each passage of the gap $d$ reduces the flux by $e^{-\alpha d}$,

$$\langle\ln T\rangle=\ln T_1+\ln T_2-\alpha d . \tag{16}$$

In a chain each gap subtracts its own $\alpha d$.

An earlier example solved the wave equation for three point scatterers with $R=0.3$, $0.2$ and $0.4$, on a grid of $64\times64$ pairs of gaps covering half a wavelength in each.

### Lemma 2: the variance grows at most linearly

*For $N\ge2$, fixed $T_j$ and phases as above,*

$$\mathrm{Var}\ln T_{(N)}=2\sum_{n=2}^N\left\langle\mathrm{Li}_2(R_{(n-1)}R_n)\right\rangle
\le2\sum_{n=2}^N\mathrm{Li}_2(R_n)<\frac{\pi^2}{3}(N-1). \tag{18}$$

*Proof.* The first sum in (17) is constant, so the variance is that of $\sum_nX_n$. Take $m<n$. The value of $X_m$ is fixed by the gaps to the left of $d_{n-1}$. Averaging first with those gaps held fixed gives

$$\langle X_mX_n\rangle=\big\langle X_m\,\langle X_n\,|\,\text{left}\rangle\big\rangle=0 .$$

The cross terms vanish, and the squares remain. Each has the conditional mean $2\,\mathrm{Li}_2(R_{(n-1)}R_n)$, which gives the equality in (18). The function $\mathrm{Li}_2$ increases on $[0,1]$ and $R_{(n-1)}<1$, which gives the first bound. The last bound uses $R_n<1$ and $\mathrm{Li}_2(1)=\sum1/n^2=\pi^2/6$. $\blacksquare$

The $X_n$ need not be independent: the size of each depends on how strongly the block before it reflects. It is enough that they are uncorrelated.

For the three scatterers of Part I, with $R=0.3$, $0.2$ and $0.4$, the variance of $\ln T$ over the grid of wave-equation solutions is $0.46385$. The equality in (18) gives the same number, with the average of its second term taken over the first gap.

### Theorem 3: exponential decay of typical transmission

*Let all scatterers have the same $T_1<1$, and let $R_1=1-T_1$. For every $\varepsilon>0$,*

$$P\left(\left|\frac{\ln T_{(N)}}N-\ln T_1\right|\ge\varepsilon\right)\le\frac{2\,\mathrm{Li}_2(R_1)}{N\varepsilon^2}, \tag{19}$$

*and the median transmission $T_{\rm med}$ satisfies*

$$\left|\ln T_{\rm med}-N\ln T_1\right|\le2\sqrt{(N-1)\,\mathrm{Li}_2(R_1)} . \tag{20}$$

*Proof.* Chebyshev's inequality states that a random quantity differs from its mean by $\Delta$ or more with probability at most its variance divided by $\Delta^2$. Apply it to $\ln T_{(N)}$, whose mean is $N\ln T_1$, with $\Delta=N\varepsilon$. The variance is at most $2(N-1)\mathrm{Li}_2(R_1)$, which is less than $2N\,\mathrm{Li}_2(R_1)$, and (19) follows.

For the median, let $\Delta=|\ln T_{\rm med}-N\ln T_1|$. If $\Delta=0$ there is nothing to prove. Otherwise, at least half of all chains lie on the far side of the median from the mean, or at the median itself, so they differ from the mean by at least $\Delta$. Therefore

$$\frac12\le\frac{2(N-1)\mathrm{Li}_2(R_1)}{\Delta^2},$$

and solving for $\Delta$ gives (20). $\blacksquare$

The exponent $N\ln T_1$ grows as $N$, while the permitted displacement of the median grows as $\sqrt N$. Both the median and the geometric mean therefore have the decay rate $|\ln T_1|$ per scatterer. With mean spacing $d$,

$$T_{\rm typ}=e^{\langle\ln T_{(N)}\rangle}=T_1^N=e^{-Nd/\ell},\qquad
\ell=\frac d{|\ln T_1|}. \tag{21}$$

The length $\ell$ describes the flux. An amplitude scales as the square root of a flux, so its decay length is $2\ell$. For weak scattering $|\ln T_1|\approx R_1$ and $\ell\approx d/R_1$. This is the length over which the separate reflection probabilities add up to one. In lossless scatterers the missing flux is reflected, not absorbed.

### How broad the distribution remains

Theorem 3 makes the *rate* $\ln T_{(N)}/N$ sharp. It does not make $T_{(N)}$ sharp. By (19), long chains reflect almost everything, so $R_{(n-1)}\to1$ in probability. Since $\mathrm{Li}_2$ is bounded and continuous on $[0,1]$, the variance added by each further scatterer tends to

$$2\,\mathrm{Li}_2(R_1). \tag{22}$$

For small $R_1$ this is close to $2R_1$, or twice $|\ln T_1|$. In a long, weakly scattering chain the variance of $\ln T$ is then about twice the size of its mean. The standard deviation of $\ln T$ grows as $\sqrt N$, so the ratio between two equally prepared chains can be a large factor, and that factor grows with length.

### Why additivity alone would not suffice

Consider a chain of equal scatterers with *equal* gaps, and average over the single common phase $2kd$, with the scattering amplitudes held fixed. Given the first gap, all the others are known, so the assumption of Part I fails. The mean of $\ln T$ is nevertheless still additive.

To see this, write $z=e^{2ikd}$. A wave that comes from the right is reflected by the last scatterer, or enters the gap and returns after one or more reflections from the left block. With scatterer labels dropped, the geometric sum over these paths is

$$r_{(n)}'=r'+\frac{t\,t'\,w}{1-r\,w},\qquad w=r_{(n-1)}'z . \tag{23}$$

If $|w|=1$, the scatterer has a perfect mirror behind it. All flux returns, so $|r_{(n)}'|=1$. The right side of (23) is analytic for $|w|\le1$, because $|r|<1$, and it is not constant, because $tt'\ne0$. By the maximum-modulus principle its modulus is below 1 when $|w|<1$. Starting from $|r_{(1)}'|=|r'|<1$, induction shows that $r_{(n)}'(z)$ is analytic with modulus below 1 for all $|z|\le1$.

The series of $\ln(1-r\,r_{(n-1)}'(z)\,z)$ in powers of $z$ therefore converges on the unit circle, and it has no constant term. Every power of $z$ averages to zero over the circle, hence $\langle X_n\rangle=0$ and $\langle\ln T_{(N)}\rangle=N\ln T_1$ once more.

Yet the typical transmission need not decay. Take symmetric point scatterers, and let a $2\times2$ matrix $M$ express the right- and left-moving amplitudes at the start of a cell through those at its end. A unit wave from the left produces $(1,r)$ before the scatterer and $(t,0)$ after it, and the gap contributes $e^{-ikd}$ to the first column. Hence $M_{11}=e^{-ikd}/t$ and $M_{21}=re^{-ikd}/t$. Time reversal makes the second column the complex conjugate of the first in reversed order, so

$$\det M=\frac{1-|r|^2}{|t|^2}=1,\qquad
\cos\beta\equiv\tfrac12\mathrm{Tr}\,M=\mathrm{Re}\,\frac{e^{-ikd}}t=\frac{\cos(kd+\arg t)}{\sqrt{T_1}} .$$

A $2\times2$ matrix satisfies its own characteristic equation, here $M^2=2\cos\beta\,M-1$. By induction, with $\sin(N+1)\beta=2\cos\beta\sin N\beta-\sin(N-1)\beta$,

$$M^N=\frac{\sin N\beta}{\sin\beta}M-\frac{\sin(N-1)\beta}{\sin\beta}\,\mathbf 1 .$$

The lower-left element has squared modulus $R_{(N)}/T_{(N)}=1/T_{(N)}-1$, so

$$\frac1{T_{(N)}}=1+\frac{R_1}{T_1}\,\frac{\sin^2N\beta}{\sin^2\beta}. \tag{24}$$

In a band $\beta$ is real, and $1/T_{(N)}$ is at most $1+R_1/(T_1\sin^2\beta)$ for every $N$. A band requires $|\cos(kd+\arg t)|<\sqrt{T_1}$, which holds for a fraction $(2/\pi)\arcsin\sqrt{T_1}$ of all phases. If $T_1>1/2$, this fraction exceeds one half, and the median cannot decay to zero. The very small transmission at the remaining phases, in the gaps of the spectrum, carries the mean logarithm down.

For $R_1=0.1$, equation (9) was iterated for the complex amplitudes at $2^{17}$ equally spaced common phases. With $N=40$ the mean of $\ln T$ is $-4.214$ and the median of $T$ is $0.889$. With $N=80$ the mean is $-8.429$, twice as large, while the median is still $0.889$. An additive mean therefore does not fix the typical transmission. When the phases are independent, Lemma 2 supplies the missing bound on the fluctuations, and the typical decay rate is $|\ln T_1|$ per scatterer.

### A fibre with forty gratings

A single-mode optical fibre offers a one-dimensional guide in which photons hardly interact. Consider 40 Bragg gratings, each reflecting $R_1=0.10$ at a vacuum wavelength of 1550 nm. The effective index is 1.45, so half a wavelength in the fibre is $1550/(2\times1.45)=534.5$ nm. The mean spacing is 5.0 mm, and each gap is spread evenly over a window of 0.10 mm, which spans many half wavelengths.

One grating has $\ln T_1=\ln0.90=-0.10536$. For the array,

$$\langle\ln T\rangle=40\times(-0.10536)=-4.214,\qquad
T_{\rm typ}=e^{-4.214}=0.0148,$$

or $-18.3$ dB. The decay length is $\ell=5.0/0.10536=47.5$ mm for the flux and 95 mm for the amplitude.

The same array can be treated directly from the wave equation, with each grating replaced by a point scatterer of equal reflection:

$$\psi''+k^2\psi=2ku\sum_j\delta(x-x_j)\psi,\qquad R_1=\frac{u^2}{1+u^2}.$$

The outgoing solution is $\psi(x)=e^{ikx}-iu\sum_je^{ik|x-x_j|}\psi(x_j)$. Setting $x$ equal to each $x_i$ gives 40 linear equations for the $\psi(x_i)$, and the wave beyond the last scatterer gives $t$. For 3000 arrays with random gaps, the mean of $\ln T$ was $-4.16$ with a standard error of $0.04$, in agreement with $-4.214$.

A larger ensemble comes from iterating (9) with uniform random phases. With 40,000 chains it gives these values for $N=40$:

| Quantity | Value |
|---|---|
| Typical $T$, from (21) | 0.0148 |
| Median $T$, sampled | 0.017 |
| Mean $T$, sampled (with standard error) | $0.094\pm0.001$ |
| Classical $T$, from (7) | 0.184 |

The classical entry is $1/(1+40\times0.10/0.90)$. The order of the last two agrees with (14). The mean is several times the median because it gives most weight to the minority of arrays that transmit well. The mean of $1/T$ is weighted the other way: (13) gives $\tfrac12[(2/0.90-1)^{40}+1]\approx1530$, whereas $1/T_{\rm typ}$ is 67.7.

The sampled variance of $\ln T$ is $5.37$, and the sum in (18), with its averages taken over the same ensemble, is $5.41$. The standard deviation is thus $\sqrt{5.41}=2.33$, or 10.1 dB. The limiting variance per grating (22) is $0.205$, which is $1.95$ times $|\ln T_1|$. Thirty-nine such steps would give $8.0$; the actual sum is smaller because the blocks do not yet reflect fully. Their mean reflection is about 0.55 at 10 gratings, 0.75 at 20 and 0.90 at 39, and about half of the shortfall comes from the first ten steps.

A single array of 40 gratings is therefore a poor measure of $\ell$: in 39% of the ensemble the rate $\ln T/N$ differs from $\ln T_1$ by more than half of $|\ln T_1|$. At $N=400$ the fraction is 1.8%, below the 18.5% allowed by (19), and $\ln T_{\rm med}/N$ is about $-0.105$.

### The model beside a real fibre

The parameters are round values chosen for illustration. The assumption of zero loss is broken in practice. With a rough excess loss of 0.01 dB per gap, (16) adds $39\times0.01=0.39$ dB to the 18.3 dB, about 2%. This small change is that of the mean logarithm. The mean of $T$ itself is more sensitive: in 40,000 sampled arrays the same loss lowered it by about 17%. Propagation loss at a rough 0.2 dB/km adds $4\times10^{-5}$ dB over the 195 mm between the end gratings. The finite placement window shifts the mean by at most 0.20 dB: (15) applies to each of the 39 gaps with the earlier gaps held fixed, and $a_n<\sqrt{R_1}$, so the total shift of $\langle\ln T\rangle$ is at most $39\times2\,\mathrm{Li}_2(\sqrt{R_1})/(kw)$. If the reflections are spread evenly from 0.08 to 0.12, averaging $\ln(1-R)$ shifts it by $-0.014$ dB. Averaging $T$ over a flat laser line 100 kHz wide, sampled at nine frequencies for 2000 sets of phases, changes the mean logarithm by about $4\times10^{-7}$ dB.

Two effects are not small for a single array. A rough birefringence of $10^{-6}$ makes the round-trip phases of the two polarisations differ by 1.6 rad over the array, or 0.04 rad per gap. In an ensemble of 20,000 arrays with random phases, a shift of this size changed the transmission by a median of 3.2 dB. The two polarisations therefore transmit differently, though not independently. The single-mode result applies to light launched along one principal axis, if the gratings do not mix the two. A rough index change of $10^{-5}$ per kelvin shifts the round-trip phase over the array by 16 rad/K, so the temperature must be steady to about a millikelvin to hold that phase within 0.02 rad. The transmission tolerates somewhat more: in sampled arrays a change of 0.01 K altered it by a median of about 0.35 dB (one array in ten by more than 1 dB), and a change of 0.1 K by about 3 dB. Thermal detuning of the gratings, which would change $R_1$ itself, is left out.

Numerical values quoted here were computed with a short program.
